**Shift tensor from three single-crystal rotation patterns**

For a rotation axis k perpendicular to the field, the first-order shift is A + B cos 2φ + C sin 2φ, with A = (D_ii + D_jj)/2, B = (D_ii − D_jj)/2, C = D_ij and (k, i, j) cyclic. Here D is the symmetric shift tensor in crystal axes, and φ is the angle through which the field turns in the crystal frame. The program asserts this law against explicit rotation of the tensor, and asserts the second-order term and the first harmonic of a tilted axis. It compares the closed-form reconstruction with a numerical least-squares solution, and the error formulas with 40,000 simulated experiments. With six angles per pattern and 1 ppm noise, the standard errors are 0.48 ppm for diagonal and 0.58 ppm for off-diagonal elements. The output also shows that reversing the sense of one pattern leaves the residual unchanged but shifts the principal values by roughly 10 to 20 ppm.

## Program and output

```python
"""Single-crystal NMR rotation patterns and recovery of a shift tensor.

Result under test: with the rotation axis k perpendicular to the field,
    shift(phi) = A + B cos(2 phi) + C sin(2 phi),
    A = (D_ii + D_jj)/2, B = (D_ii - D_jj)/2, C = D_ij, (k,i,j) cyclic,
and three patterns (k = x, y, z) give all six symmetric elements of D.
D: shift tensor in ppm, crystal axes. phi: angle by which the field turns
in the crystal frame; the crystal itself turns by -phi. s: noise standard
deviation. N: number of equally spaced angles over 180 degrees.
"""
import numpy as np
from scipy.spatial.transform import Rotation

AXES = "xyz"
NAMES = ["xx", "yy", "zz", "xy", "xz", "yz"]
PAIRS = [(0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2)]
UNIT = np.eye(3)


def tensor(elements):
    D = np.zeros((3, 3))
    for value, (i, j) in zip(elements, PAIRS):
        D[i, j] = D[j, i] = value
    return D


def rotated_shift(D, k, phi, field=None):
    """Turn the crystal by -phi about axis k; read D along a fixed field."""
    if field is None:
        field = UNIT[(k + 1) % 3]
    R = Rotation.from_rotvec(-phi * UNIT[k]).as_matrix()
    return field @ (R @ D @ R.T) @ field


def design(angles, senses=(1, 1, 1)):
    """Response of every measured shift to each of the six elements."""
    return np.array([[rotated_shift(tensor(e), k, senses[k] * p)
                      for e in np.eye(6)] for k in range(3) for p in angles])


def pattern_coefficients(data, angles):
    """Discrete Fourier sums; the last axis of data runs over angles."""
    n = len(angles)
    return (data.mean(axis=-1), 2 / n * data @ np.cos(2 * angles),
            2 / n * data @ np.sin(2 * angles))


def closed_form_elements(A, B, C):
    """Joint least-squares solution; last axis of A, B, C is the axis k."""
    diagonal = []
    for i in range(3):
        p, m = (i + 2) % 3, (i + 1) % 3
        diagonal.append(0.6 * (A[..., p] + A[..., m]) - 0.2 * A[..., i]
                        + 0.4 * (B[..., p] - B[..., m]))
    return np.stack(diagonal + [C[..., 2], C[..., 1], C[..., 0]], axis=-1)


def closures(A, B):
    """Differences of the two determinations of each diagonal element."""
    return np.stack([(A[..., (i + 2) % 3] + B[..., (i + 2) % 3])
                     - (A[..., (i + 1) % 3] - B[..., (i + 1) % 3])
                     for i in range(3)], axis=-1)


true = np.array([150.0, 90.0, 60.0, 30.0, -20.0, 40.0])
D_true = tensor(true)
s, N = 1.0, 6
angles = np.arange(N) * np.pi / N

# Angular law against explicit rotation of the tensor, at generic angles
for k in range(3):
    i, j = (k + 1) % 3, (k + 2) % 3
    for phi in np.linspace(-2.9, 3.1, 23):
        law = ((D_true[i, i] + D_true[j, j]) / 2
               + (D_true[i, i] - D_true[j, j]) / 2 * np.cos(2 * phi)
               + D_true[i, j] * np.sin(2 * phi))
        assert abs(law - rotated_shift(D_true, k, phi)) < 1e-10

# Full length of the nuclear field, with an antisymmetric part included
anti = 15.0 * np.array([[0, 1, -1], [-1, 0, 1], [1, -1, 0]])
D_full = (D_true + anti) * 1e-6
second_order = []
for k in range(3):
    for phi in np.linspace(0, np.pi, 61):
        b = np.cos(phi) * UNIT[(k + 1) % 3] + np.sin(phi) * UNIT[(k + 2) % 3]
        exact = np.linalg.norm(b + D_full @ b) - 1
        deviation = exact - rotated_shift(D_true, k, phi) * 1e-6
        perpendicular = D_full @ b - b * (b @ D_full @ b)
        assert abs(deviation - perpendicular @ perpendicular / 2) < 2e-12
        second_order.append(deviation * 1e6)
max_second_order = max(second_order)
assert max_second_order < 0.01 * s

# Axis not perpendicular to the field: a first harmonic appears
tilt = np.radians(88.0)
tilted_field = np.array([np.sin(tilt), 0, np.cos(tilt)])
turn = np.arange(72) * 2 * np.pi / 72
tilted = np.array([rotated_shift(D_true, 2, p, tilted_field) for p in turn])
harmonics = 2 * np.abs(np.fft.rfft(tilted)) / len(turn)
first_harmonic = harmonics[1]
assert abs(first_harmonic - abs(np.sin(2 * tilt))
           * np.hypot(D_true[0, 2], D_true[1, 2])) < 1e-10
assert np.max(harmonics[3:]) < 1e-10

# How many combinations do one, two and three patterns determine?
X = design(angles)
ranks = [np.linalg.matrix_rank(X[:n * N]) for n in (1, 2, 3)]
assert ranks == [3, 5, 6]
for missing in range(3):
    keep = [r for r in range(3 * N) if r // N != missing]
    assert np.linalg.matrix_rank(X[keep]) == 5

# Normal matrix of the diagonal elements and full covariance
normal = X.T @ X
assert np.allclose(normal[:3, :3], N * (5 * np.eye(3) + np.ones((3, 3))) / 8)
covariance = s**2 * np.linalg.inv(normal)
formula_cov = np.diag([1.6] * 3 + [2.0] * 3)
formula_cov[:3, :3] -= 0.2
formula_cov *= s**2 / N
assert np.allclose(covariance, formula_cov, atol=1e-12)

# One noisy experiment, rounded as it would be tabulated
rng = np.random.default_rng(2718)
clean = np.array([[rotated_shift(D_true, k, p) for p in angles]
                  for k in range(3)])
data = np.round(clean + s * rng.standard_normal(clean.shape), 1)
A, B, C = pattern_coefficients(data, angles)
three_columns = np.column_stack([np.ones(N), np.cos(2 * angles),
                                 np.sin(2 * angles)])
for k in range(3):
    numeric = np.linalg.lstsq(three_columns, data[k], rcond=None)[0]
    assert np.allclose(numeric, [A[k], B[k], C[k]], atol=1e-10)
fit = closed_form_elements(A, B, C)
numeric_fit = np.linalg.lstsq(X, data.ravel(), rcond=None)[0]
assert np.allclose(fit, numeric_fit, atol=1e-9)
errors = np.sqrt(np.diag(covariance))
assert np.all(np.abs(fit - true) < 4 * errors)
rss = np.sum((data.ravel() - X @ fit)**2)
noise_estimate = np.sqrt(rss / (3 * N - 6))
assert 0.4 * s < noise_estimate < 1.7 * s
iso_fit = fit[:3].mean()
assert abs(iso_fit - data.mean()) < 1e-10
iso_error = s / np.sqrt(3 * N)

# Principal values, axes and their predicted errors
true_values = np.linalg.eigvalsh(D_true)[::-1]
values, vectors = np.linalg.eigh(tensor(fit))
values, vectors = values[::-1], vectors[:, ::-1]
for c in range(3):
    vectors[:, c] *= np.sign(vectors[np.argmax(np.abs(vectors[:, c])), c])


def principal_error(v):
    q = v**2
    P = q[0] * q[1] + q[1] * q[2] + q[2] * q[0]
    return s * np.sqrt((7 + 24 * P) / (5 * N))


value_errors = np.array([principal_error(vectors[:, c]) for c in range(3)])

# Repeated noise: sampling error of a variance is below one per cent
trials = 40000
noisy = clean + s * rng.standard_normal((trials, 3, N))
At, Bt, Ct = pattern_coefficients(noisy, angles)
coefficient_cov = np.cov(np.stack([At[:, 0], Bt[:, 0], Ct[:, 0]]))
assert np.allclose(coefficient_cov, np.diag([1, 2, 2]) * s**2 / N, atol=0.012)
samples = noisy.reshape(trials, -1) @ np.linalg.pinv(X).T
assert np.allclose(np.cov(samples.T), formula_cov, atol=0.012)
assert abs(samples[:, :3].mean(axis=1).var() / iso_error**2 - 1) < 0.04
assert np.allclose(closures(At, Bt).var(axis=0) / (6 * s**2 / N), 1, atol=0.04)
plain = (At[:, 2] + Bt[:, 2] + At[:, 1] - Bt[:, 1]) / 2
assert abs(plain.var() / (1.5 * s**2 / N) - 1) < 0.04
many = np.array([samples[:, [0, 3, 4]], samples[:, [3, 1, 5]],
                 samples[:, [4, 5, 2]]]).transpose(1, 0, 2)
spread = np.linalg.eigvalsh(many)[:, ::-1].std(axis=0)
true_vectors = np.linalg.eigh(D_true)[1][:, ::-1]
predicted = [principal_error(true_vectors[:, c]) for c in range(3)]
assert np.allclose(spread / predicted, 1, atol=0.03)


# Wrong rotation sense: equally good fit, possibly wrong principal values
def refit(senses):
    Y = design(angles, senses)
    elements = np.linalg.lstsq(Y, data.ravel(), rcond=None)[0]
    misfit = np.sum((data.ravel() - Y @ elements)**2)
    return elements, misfit, np.linalg.eigvalsh(tensor(elements))[::-1]


one_wrong, one_rss, one_values = refit((1, 1, -1))
two_wrong, two_rss, two_values = refit((1, -1, -1))
three_wrong, three_rss, three_values = refit((-1, -1, -1))
assert np.allclose([one_rss, two_rss, three_rss], rss, atol=1e-8)
assert np.allclose(two_values, values, atol=1e-8)
assert np.allclose(one_values, three_values, atol=1e-8)
assert np.max(np.abs(one_values - values)) > 5 * np.max(value_errors)

print(f"noise s = {s:.1f} ppm; angles per pattern N = {N}")
print("true xx yy zz xy xz yz (ppm):", *[f"{v:.0f}" for v in true])
print("phi (deg); shifts for rotation about x, y, z (ppm)")
for m in range(N):
    print(f"{np.degrees(angles[m]):4.0f}", *[f"{v:7.1f}" for v in data[:, m]])
for k in range(3):
    print(f"axis {AXES[k]}: A, B, C = {A[k]:.3f}, {B[k]:.3f}, {C[k]:.3f} ppm")
print("closure xx, yy, zz (ppm):", *[f"{v:.3f}" for v in closures(A, B)])
print(f"expected closure std. dev. = {s * np.sqrt(6 / N):.3f} ppm")
for name, value, error in zip(NAMES, fit, errors):
    print(f"fitted {name} = {value:.3f} +/- {error:.3f} ppm")
print(f"plain-average diagonal error = {s * np.sqrt(1.5 / N):.3f} ppm")
print(f"isotropic: fit {iso_fit:.3f} +/- {iso_error:.3f} ppm, "
      f"true {true[:3].mean():.3f} ppm")
print(f"residual sum of squares = {rss:.3f} ppm^2")
print(f"noise estimated from residuals = {noise_estimate:.3f} ppm")
for c in range(3):
    print(f"principal {c + 1}: fit {values[c]:.2f} +/- {value_errors[c]:.2f}"
          f" ppm, true {true_values[c]:.2f} ppm")
    print("  fitted axis (x, y, z):", *[f"{v:.3f}" for v in vectors[:, c]])
print("z pattern reversed, principal (ppm):", *[f"{v:.2f}" for v in one_values])
print(f"z pattern reversed, residual sum = {one_rss:.3f} ppm^2")
print("y and z reversed, principal (ppm):", *[f"{v:.2f}" for v in two_values])
print("combinations fixed by 1, 2, 3 patterns:", *ranks)
print(f"largest second-order shift = {max_second_order:.5f} ppm")
print(f"axis z at {np.degrees(tilt):.0f} deg to field: "
      f"first harmonic = {first_harmonic:.2f} ppm")
print("done: every assertion held")
```

Running it gives:

```
noise s = 1.0 ppm; angles per pattern N = 6
true xx yy zz xy xz yz (ppm): 150 90 60 30 -20 40
phi (deg); shifts for rotation about x, y, z (ppm)
   0    90.3    59.9   151.9
  30   117.1    64.7   160.8
  60    99.9   109.2   132.1
  90    60.5   147.6    90.9
 120    33.1   144.7    77.6
 150    48.3    99.2   108.2
axis x: A, B, C = 74.867, 15.333, 39.144 ppm
axis y: A, B, C = 104.217, -44.233, -20.207 ppm
axis z: A, B, C = 120.250, 30.217, 30.917 ppm
closure xx, yy, zz (ppm): 2.017 0.167 0.450
expected closure std. dev. = 1.000 ppm
fitted xx = 149.487 +/- 0.483 ppm
fitted yy = 90.273 +/- 0.483 ppm
fitted zz = 59.573 +/- 0.483 ppm
fitted xy = 30.917 +/- 0.577 ppm
fitted xz = -20.207 +/- 0.577 ppm
fitted yz = 39.144 +/- 0.577 ppm
plain-average diagonal error = 0.500 ppm
isotropic: fit 99.778 +/- 0.236 ppm, true 100.000 ppm
residual sum of squares = 14.233 ppm^2
noise estimated from residuals = 1.089 ppm
principal 1: fit 162.81 +/- 0.57 ppm, true 162.55 ppm
  fitted axis (x, y, z): 0.927 0.374 -0.040
principal 2: fit 113.04 +/- 0.67 ppm, true 114.17 ppm
  fitted axis (x, y, z): -0.266 0.727 0.633
principal 3: fit 23.48 +/- 0.67 ppm, true 23.28 ppm
  fitted axis (x, y, z): 0.265 -0.576 0.773
z pattern reversed, principal (ppm): 173.58 92.88 32.87
z pattern reversed, residual sum = 14.233 ppm^2
y and z reversed, principal (ppm): 162.81 113.04 23.48
combinations fixed by 1, 2, 3 patterns: 3 5 6
largest second-order shift = 0.00289 ppm
axis z at 88 deg to field: first harmonic = 3.12 ppm
done: every assertion held
```
